# Storage Capacity of a Memory with One-Sided Write Errors

## Problem

A magnetic memory cell stores a bit in the direction of one magnetic layer. Before new data are written, every cell is reset to state 0. A cell meant to hold 1 then receives a current pulse; a cell meant to hold 0 receives none. The pulse fails with probability $p=0.1$, and the cell then stays in state 0. Reset, storage and reading are ideal. Failures are independent from cell to cell, $p$ is known, and the writer does not check the result.

A second memory confuses its states symmetrically: either state is read as the other with probability $\varepsilon=0.05$ (the numerical output calls this quantity e). If 0 and 1 are written equally often, both memories have a mean error of 0.05 per cell.

How many bits per cell can each memory store reliably, when the data may be coded over many cells? What is the difference for an array of 64 Mbit cells?

The reset matters. Without it, a failed attempt to write 1 over an old 1 would do no harm, and the error probability would depend on the old data.

## First estimate by scaling

Take a block of $n$ cells, half of them meant to hold 1. A reader who recovers the stored word also learns where the errors were, by comparing the word with the reading. The $2^n$ possible readings must therefore accommodate every message together with each of its typical error patterns. If there are $M$ messages and $A$ patterns per message, then roughly $MA\lesssim 2^n$, so the rate is about

$$
\frac{\log_2 M}{n}\approx 1-\frac{\log_2 A}{n}.
$$

To place $k$ errors among $N$ cells with $1\ll k\ll N$, there are about $N^k/k!$ choices. Stirling's leading form $k!\approx(k/\mathrm e)^k$, with $\mathrm e=2.718\ldots$, gives

$$
\log_2 A\approx k\log_2\frac{\mathrm eN}{k}.
$$

Both memories have $k=np/2$ errors, since $\varepsilon=p/2$. In the symmetric memory they may lie in any of $N=n$ cells; in the one-sided memory they lie among the $N=n/2$ cells meant to hold 1. Hence

$$
C_S\approx1-\frac p2\log_2\frac{2\mathrm e}{p},\qquad
C_Z\approx1-\frac p2\log_2\frac{\mathrm e}{p}.
$$

For $p=0.1$ these are $1-0.05\times5.765=0.712$ and $1-0.05\times4.765=0.762$ bit per cell. The estimated gain is $p/2=0.05$ bit per cell: each error is placed among half as many cells, which saves one bit per error.

The estimate assumes rare errors, equal use of the states and readings that fill the whole set of $2^n$ words. The exact solution needs none of these.

## Exact solution

### Information in one cell

Let $X$ be the intended bit and $Y$ the bit read. The one-sided memory has

$$
P(1|1)=1-p,\qquad P(0|1)=p,\qquad P(0|0)=1,
$$

where the first entry is the bit read. Let $q$ be the fraction of ones written. The fraction read is $y=q(1-p)$. Define the binary entropy

$$
h(x)=-x\log_2x-(1-x)\log_2(1-x).
$$

The mutual information is the uncertainty of the reading minus the uncertainty that remains when the intended bit is known. A written 0 leaves none; a written 1 leaves $h(p)$. Therefore

$$
I(q)=h(y)-q\,h(p).
$$

Since $h'(y)=\log_2[(1-y)/y]$ and $dy/dq=1-p$,

$$
\frac{dI}{dq}=(1-p)\log_2\frac{1-y}{y}-h(p),\qquad
\frac{d^2I}{dq^2}=-\frac{(1-p)^2}{y(1-y)\ln2}<0.
$$

The information vanishes at $q=0$ and at $q=1$, where nothing is left to choose. Its single interior stationary point is thus the maximum. Setting the first derivative to zero gives

$$
\log_2\frac{1-y}{y}=r,\qquad r=\frac{h(p)}{1-p},
$$

and hence

$$
y=\frac1{1+2^r},\qquad q=\frac{y}{1-p}.
$$

To evaluate the maximum, split the entropy:

$$
\begin{aligned}
h(y)&=-y\log_2y-(1-y)\log_2(1-y)\\
&=-\log_2(1-y)+y\log_2\frac{1-y}{y}\\
&=-\log_2(1-y)+yr.
\end{aligned}
$$

The subtracted term is $q\,h(p)=[y/(1-p)]\,h(p)=yr$, so it cancels the last term. As $1-y=1/(1+2^{-r})$,

$$
C_Z=-\log_2(1-y)=\log_2(1+2^{-r}).
$$

From the definition of $h(p)$,

$$
-r=\frac{p}{1-p}\log_2p+\log_2(1-p),
$$

which gives the closed form

$$
\boxed{C_Z=\log_2\!\left[1+(1-p)\,p^{p/(1-p)}\right]}.
$$

For the symmetric memory, either intended bit leaves uncertainty $h(\varepsilon)$, so $I=h(Y)-h(\varepsilon)$, where $h(Y)$ denotes the entropy of the reading. A binary reading has at most one bit of entropy, reached when 0 and 1 are written equally. Hence

$$
C_S=1-h(\varepsilon).
$$

### Why no code can exceed this value

Capacity is a statement about reliable storage, so the maximum of $I$ must be connected to codes. Let one of $M$ equally likely messages be stored in $n$ cells, and let $P_e$ be the probability that it is recovered wrongly. The message uncertainty is $\log_2M$. It equals the information carried by the recovered message plus the uncertainty left after recovery.

The first part is at most $I(X^n;Y^n)$, because the message acts on the reading through the stored word, and processing the reading cannot add information. For the second part, imagine being told whether recovery failed. This costs at most one bit. If it succeeded, nothing is unknown; if it failed, fewer than $M$ messages remain. Thus

$$
\log_2M\le I(X^n;Y^n)+1+P_e\log_2M.
$$

Independent cell errors make the conditional entropy a sum. The entropy of the whole reading is at most the sum of its single-cell entropies. Therefore

$$
\begin{aligned}
I(X^n;Y^n)&=H(Y^n)-\sum_jH(Y_j|X_j)\\
&\le\sum_j[H(Y_j)-H(Y_j|X_j)]\le nC.
\end{aligned}
$$

Dividing by $n$,

$$
(1-P_e)\frac{\log_2M}{n}\le C+\frac1n.
$$

If $P_e\to0$ as $n\to\infty$, the rate cannot remain above $C$. A direct numerical maximization for three cells written jointly gives 2.2885 bits, which is three times the single-cell value.

### Why the value can be reached

Draw $M$ codewords at random, each bit being 1 with the optimal probability $q$. For a reading $y^n$, give each codeword $x^n$ the score

$$
i(x^n;y^n)=\sum_{j=1}^n\log_2\frac{P(y_j|x_j)}{P(y_j)}.
$$

Accept a word if it alone scores above a threshold $T$. A wrong word is independent of the reading. Wherever it passes, $P(y^n)<2^{-T}P(y^n|x^n)$, so

$$
\begin{aligned}
P(\text{wrong word passes})&=\sum_{i>T}P(x^n)P(y^n)\\
&\le2^{-T}\sum_{x^n,y^n}P(x^n)P(y^n|x^n)=2^{-T}.
\end{aligned}
$$

Recovery fails if the true word misses the threshold or a wrong one passes. The error averaged over random codes and messages obeys

$$
P_e\le P(i\le T)+(M-1)2^{-T},
$$

with $i$ in the first term belonging to the true word. Its mean score per cell is $C$. Choose $M\approx2^{n(C-\delta)}$ and $T=n(C-\delta/2)$ with small $\delta>0$. The first term vanishes by the law of large numbers, and the second is at most about $2^{-n\delta/2}$. Some code is at least as good as the average, so every rate below $C$ can be reached.

In a simulation with 24 cells, four words and $T=7.3$ bits, the error was 0.0070 with a sampling noise of about 0.0004 (the exact average over random codes is 0.0074), below the bound of 0.0262.

### Numbers

For $p=0.1$, $h(p)=0.46900$ bit and $r=0.46900/0.9=0.52111$. Then

$$
C_Z=\log_2(1+2^{-0.52111})=0.763\ \text{bit per cell}.
$$

Numerical maximization starting from the transition probabilities gives the same value. The optimum writes a fraction $q=0.456$ of ones and reads a fraction $y=0.411$. For the symmetric memory,

$$
C_S=1-0.28640=0.714\ \text{bit per cell}.
$$

The array of 64 Mbit cells can therefore hold, in the limit of long codes, $64\times0.76285=48.8$ Mbit with one-sided errors and 45.7 Mbit with symmetric errors.

## Comparison of estimate and exact result

The estimates, 0.762 and 0.712, lie within 0.002 bit per cell of the exact capacities. The exact gain is 0.0492, against the estimated 0.05.

This agreement can be traced. Expanding $C_Z$ at small $r$ gives

$$
C_Z=1-\frac r2+\frac{\ln2}{8}r^2+\cdots.
$$

The leading loss is $h(p)/2$, whose small-$p$ form is the scaling result. Beyond it, writing $r=h(p)+p\,h(p)/(1-p)$ gives two corrections of opposite sign:

$$
-\frac{p\,h(p)}{2(1-p)}=-0.026,\qquad \frac{\ln2}{8}r^2=+0.024.
$$

They nearly cancel at $p=0.1$. The small-$p$ form also overstates the loss $h(p)/2$ by 0.004, which outweighs the small remainder and leaves the estimate 0.001 too low. The closeness of the estimate here is thus partly due to this value of $p$.

### Where the advantage comes from

The symmetric memory with $\varepsilon=p/2$ can be built from one-sided ones. For each cell, toss a fair coin $S$, independent of the data. On heads, writing 1 fails with probability $p$; on tails, writing 0 does. If $S$ is hidden, each state fails with probability $p/2$. If $S$ is shown to the reader, the cell is one-sided in a known direction. Extra knowledge cannot reduce information, so for equal use of the states

$$
I_S=I(X;Y)\le I(X;Y,S)=I(X;Y|S)=I_Z(q=1/2).
$$

The middle equality holds because $S$ by itself says nothing about $X$; the last holds because the two directions are mirror images. Since $I_S=C_S$ and $I_Z(1/2)\le C_Z$, one-sided errors are never worse in this comparison, at any $p$.

At $p=0.1$, equal use already gives $I_Z=0.758$ bit per cell. Of the total gain of 0.0492, about nine tenths comes from knowing the direction of the errors and the rest, 0.0046, from writing fewer ones. A reading of 1 is certainly right. At the optimum, a reading of 0 is wrong with probability $qp/(1-y)=0.077$.

### The limit of frequent failure

Let $u=1-p$ be small, so that a written 1 rarely succeeds. Then $[p/(1-p)]\ln p\to-1$, and

$$
C_Z\approx\log_2\left(1+\frac u{\mathrm e}\right)\approx\frac{u}{\mathrm e\ln2}.
$$

The symmetric error probability becomes $(1-u)/2$. Using $h(1/2-\delta)\approx1-2\delta^2/\ln2$ with $\delta=u/2$,

$$
C_S\approx\frac{u^2}{2\ln2}.
$$

The ratio $C_Z/C_S\approx2/(\mathrm eu)$ grows without limit as $u\to0$, although both capacities vanish. A rare 1 is unmistakable in the one-sided memory, whereas the symmetric reading is almost a fair coin toss. The estimate for rare errors does not apply here.

### Blocks of finite length

Capacity is a limit for long blocks. Let the allowed block failure be 0.001 and assign half of it to each term of the random-code bound. A payload of $K$ bits then needs $T=K+\log_2 2000=K+10.97$ bits. The bound guarantees codes with these rates:

| Cells | Payload (bit) | Rate (bit per cell) |
|---:|---:|---:|
| 1024 | 686 | 0.670 |
| 4096 | 2951 | 0.720 |
| 65536 | 49348 | 0.753 |

After the part $10.97/n$ is removed, the shortfalls from capacity are 0.082, 0.040 and 0.010. They fall nearly as $n^{-1/2}$, as expected from the relative width of a sum of $n$ independent scores. At 4096 cells the guaranteed rate already exceeds the symmetric memory's capacity. The bound proves that such codes exist; it does not supply a fast decoder.

If the writer may verify each cell and retry once, the channel changes. With ideal verification and independent attempts, a 1 is lost only if both attempts fail, with probability $p^2=0.01$. The capacity rises to 0.960 bit per cell, at the price of an extra read and, for failed cells, an extra pulse.

## The model beside a real cell

A spin-transfer magnetic tunnel junction can have this asymmetry when reset is reliable and the second pulse is weak. The following values are rough but typical of a junction about 40 nm wide: stability factor $\Delta=60$ at 300 K, attempt time $\tau_0=1$ ns, pulse length $t=100$ ns and critical current 80 uA. A write failure of 0.1 is far from typical: normal memory operation requires much smaller values.

To connect $p$ with the current, treat the layer as a single moment at angle $\theta$ from its easy axis. Let $i$ now denote current divided by critical current. Damping pulls the moment back and spin torque pushes it away, so the polar drift is proportional to $(i-\cos\theta)\sin\theta$. At zero current the thermal weight must be $\exp(-\Delta\sin^2\theta)$, apart from the solid-angle factor. This fixes the scale of an effective energy in units of $k_BT$:

$$
U=\Delta(\sin^2\theta+2i\cos\theta).
$$

For $i<1$ its maximum lies at $\cos\theta=i$, and the barrier from $\theta=0$ is

$$
\Delta(1+i^2)-2\Delta i=\Delta(1-i)^2.
$$

With a constant escape rate, the failure probability is

$$
p=\exp\!\left[-\frac t{\tau_0}e^{-\Delta(1-i)^2}\right].
$$

For $p=0.1$ the barrier is $\ln(100/\ln10)=3.77\,k_BT$, so $i=1-\sqrt{3.77/60}=0.749$ and the current is about 60 uA. So low a barrier makes the activated law a rough guide. Nor is the attempt time really fixed: as $i$ approaches 1, the well and the barrier top flatten and escape slows. Here 1 ns must therefore be read as an assumed value under current, not as the typical one at zero current. If it were the value at zero current, the full thermal diffusion of the single moment would make a pulse of 60 uA fail almost nine times in ten, and the current for $p=0.1$ would be about 76 uA, close to the critical current.

The assumption most at risk is that all cells share one fixed, known $p$. In the activated law, with barrier energy, attempt time and critical current held fixed, $p$ is 0.20 at 0 °C and 0.014 at 85 °C; the capacity is then 0.61 or 0.95 bit per cell. Self-heating of about 9 K, from a pulse power of 18 uW and an assumed thermal resistance of 0.5 K/uW, gives 0.80; twice that resistance gives 0.84. At 300 K without heating, a 3 % spread of critical current, independent between cells and unknown to writer and reader, raises the mean $p$ to 0.15 and lowers the capacity to 0.68. Within the single-moment model the activated law somewhat exaggerates these shifts: the full thermal diffusion of the moment, set to $p=0.1$ at 60 uA, gives 0.63 at 0 °C, 0.93 at 85 °C and 0.71 with the spread. In a real junction the shifts can be larger. Barrier and critical current fall as the temperature rises; a fall of 0.05 % per kelvin in both gives 0.51 at 0 °C and 0.99 at 85 °C. A layer 40 nm wide also need not reverse as a single moment; if the barrier were $\Delta(1-i)$, the 3 % spread would lower the capacity to 0.56. The shifts are comparable with or larger than the 0.049 gained from asymmetry, so 0.763 describes the stated channel and not a junction at fixed current under all conditions.

Other effects are smaller here. If the attempt time without current is separately taken as 1 ns, reset errors of $10^{-6}$, ten years of retention at 85 °C and read errors together cost 0.0005 bit per cell, even if all old data were 1. The slowing of escape under current described above implies a shorter time without current for the same junction; the small retention error grows in inverse proportion to that time. In the single-moment model with $p=0.1$ at 60 uA the time is about 0.08 ns, and the cost rises to about 0.004 bit per cell. Switching back during the pulse is negligible in this model. Before switching, the cell has its low resistance of 5 kOhm, and the write voltage of 0.30 V across a 1.0 nm barrier gives 3 MV/cm. If the current is held fixed after the cell has switched to 10 kOhm, and the fall of this resistance with voltage is ignored, both values double, to 0.60 V and 6 MV/cm. This is still below a rough breakdown field of 10 MV/cm, but the comparison does not establish the barrier's lifetime under repeated writing. The numerical output lists the inputs and the results of the channel model and of the activated law.

## Table of computed values

```
Write failure of state 1, p: 0.100
Symmetric error probability, e: 0.050
Mean one-sided error at equal use: 0.050
Entropy h(p): 0.46900 bit
Entropy h(e): 0.28640 bit
Ratio r = h(p)/(1-p): 0.52111 bit
Best fraction of ones read, y: 0.41067
Best fraction of ones written, q: 0.45630
One-sided capacity, formula: 0.76285 bit/cell
One-sided capacity, maximization: 0.76285 bit/cell
One-sided information at q = 1/2: 0.75828 bit/cell
Symmetric capacity: 0.71360 bit/cell
Capacity gain: 0.04925 bit/cell
Gain from tuning q: 0.00457 bit/cell
Three-cell joint capacity: 2.28854 bit
Array size: 64 Mbit cells
Array capacity, one-sided: 48.82 Mbit
Array capacity, symmetric: 45.67 Mbit
Capacity after one ideal retry: 0.9598 bit/cell
Simulated code: 24 cells, 4 words, T = 7.3 bit
Simulated error: 0.0070; bound: 0.0262
Allowed block failure: 0.001
Block 1024 cells: 686 bit guaranteed, 0.6699 bit/cell
Block 4096 cells: 2951 bit guaranteed, 0.7205 bit/cell
Block 65536 cells: 49348 bit guaranteed, 0.7530 bit/cell
Stability factor at 300 K: 60
Barrier energy: 1.551 eV
Attempt time: 1 ns; pulse: 100 ns
Barrier under current: 3.771 kT
Current over critical current: 0.7493
Critical current: 80 uA; used: 59.9 uA
Resistances: 5 and 10 kOhm
Write voltage: 0.300 V; barrier: 1.0 nm
Field: 3.00 MV/cm; rough breakdown: 10 MV/cm
At 273.15 K: p = 0.2041, C = 0.6131 bit/cell
At 358.15 K: p = 0.0143, C = 0.9462 bit/cell
Pulse power: 18.0 uW
Rough thermal resistance: 0.5 K/uW
Self-heating: 9.0 K
With heating: p = 0.0766, C = 0.8042 bit/cell
Critical-current spread: 3 %
With spread: p = 0.1522, C = 0.6822 bit/cell
Back-switching in pulse, upper estimate: 7.8e-64
Assumed reset error: 1.0e-06
Retention error, 10 years, hot: 4.70e-05
Resistance spread: 5 %
Read error of 0: 7.6e-24; of 1: 2.9e-07
Capacity with these three errors: 0.76239 bit/cell
Loss from these three errors: 0.00046 bit/cell
```
